# Deposition Penalty from Ion Return in Magnetron Sputtering: a program that tests the result

```python
# Result under test: deposition at fixed voltage and current, relative to no
# ionization of sputtered atoms, is
#   D_I = (1 - p) / (1 + p*Delta),  p = alpha*beta,
#   Delta = Yg*(1+gm)/(1+gg) - Ym,
# and at fixed average power D_P = D_I*sqrt(V0/V) when yields scale as sqrt(V).
# alpha: ionized fraction of sputtered atoms; beta: returned fraction of those
# ions; Yg, Ym: sputter yields of gas and metal ions; gg, gm: their electron
# yields; V, V0: voltages of the ionizing and the reference discharge.
# alpha and beta come from Thompson-cosine emission into a planar region with
# uniform ionization frequency and a linear potential drop.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad

rng = np.random.default_rng(12345)
e = const.e

# Rough typical parameters: titanium cathode, argon gas
mass_ti = 47.867 * const.atomic_mass
mass_ar = 39.948 * const.atomic_mass
bind = 4.9            # surface binding energy, eV
length_cm = 2.0       # ionization region
drop = 40.0           # potential drop across it, V
density = 1e13        # electrons, cm^-3
rate = 2e-8           # ionization rate coefficient of Ti, cm^3/s
volt, volt_ref = 600.0, 400.0
yield_gas, yield_metal = 0.6, 0.7      # at volt
sec_gas, sec_metal = 0.1, 0.0
length = length_cm * 1e-2


def ionized_and_returned(ne, potential):
    """alpha and beta from integrals over the normal emission energy."""
    def tau(w):
        return ne * rate * length / np.sqrt(2 * e * w / mass_ti)

    def energy(q):
        return bind * q / (1 - q)

    alpha = quad(lambda q: -np.expm1(-tau(energy(q))), 0, 1, limit=200)[0]
    top = potential / (bind + potential)
    p = quad(lambda q: -np.expm1(-tau(energy(q))
                                 * (1 - energy(q) / potential)),
             0, top, limit=200)[0]
    return alpha, p / alpha


def current_ratio(alpha, beta, yg, ym, gg, gm, chi=1.0):
    p = alpha * beta
    delta = yg * (1 + gm) / (1 + gg) - ym
    return (1 - alpha + alpha * (1 - beta) * chi) / (1 + p * delta)


def fly(nu, free_path, count):
    """Follow atoms in 3D; return fractions: neutrals out, ions out, ions back."""
    s = np.sqrt(rng.random(count))
    speed = np.sqrt(2 * e * bind * s / (1 - s) / mass_ti)
    mu = np.sqrt(rng.random(count))
    phi = 2 * np.pi * rng.random(count)
    side = np.sqrt(1 - mu**2)
    v = np.column_stack((mu, side * np.cos(phi), side * np.sin(phi)))
    v *= speed[:, None]
    x = np.zeros(count)
    neutral_out = ion_out = ion_back = 0
    while x.size:
        speed = np.linalg.norm(v, axis=1)
        t_ion = rng.exponential(size=x.size) / nu
        t_hit = rng.exponential(size=x.size) * free_path / speed
        x = x + v[:, 0] * np.minimum(t_ion, t_hit)
        inside = (x >= 0) & (x <= length)
        neutral_out += np.count_nonzero(x > length)
        ion = inside & (t_ion < t_hit)
        normal_energy = 0.5 * mass_ti * v[:, 0]**2 / e
        escapes = ion & (v[:, 0] > 0) & (normal_energy > drop * (1 - x / length))
        ion_out += np.count_nonzero(escapes)
        ion_back += np.count_nonzero(ion & ~escapes)
        keep = inside & ~ion
        x, v, speed = x[keep], v[keep], speed[keep]
        # elastic isotropic collision with an argon atom at rest
        c = 2 * rng.random(x.size) - 1
        a = 2 * np.pi * rng.random(x.size)
        r = np.sqrt(1 - c**2)
        n = np.column_stack((c, r * np.cos(a), r * np.sin(a)))
        v = (mass_ti * v + mass_ar * speed[:, None] * n) / (mass_ti + mass_ar)
    return neutral_out / count, ion_out / count, ion_back / count


def cascade(alpha, beta, yg, ym, gg, gm, chi=1.0, ions=4_000_000):
    """Random sputter generations: deposit per charge, metal share of ions."""
    charge = ions + rng.poisson(gg * ions)
    atoms = rng.poisson(yg * ions)
    deposited, metal = 0.0, 0
    while atoms > 0:
        ionized = rng.binomial(atoms, alpha)
        returned = rng.binomial(ionized, beta)
        deposited += atoms - ionized + chi * (ionized - returned)
        charge += returned + rng.poisson(gm * returned)
        metal += returned
        atoms = rng.poisson(ym * returned)
    return deposited / charge, metal / (metal + ions)


# Normal-energy law from the two-dimensional emission distribution
for barrier in (2.0, 10.0, 40.0):
    direct = dblquad(lambda m, en: 2 * m * 2 * bind * en / (en + bind)**3,
                     barrier, np.inf,
                     lambda en: np.sqrt(barrier / en), lambda en: 1.0)[0]
    assert abs(direct - bind / (bind + barrier)) < 1e-6

# Ionization and return integrals against collisionless trajectories
alpha, beta = ionized_and_returned(density, drop)
p = alpha * beta
nu = density * rate
n_out, i_out, i_back = fly(nu, 1e9, 400_000)
# tolerance: about five standard errors of the particle counts
assert abs(i_out + i_back - alpha) < 0.004
assert abs(i_back - p) < 0.004
out_share = alpha * (1 - beta) / (1 - p)
sim_f, sim_phi = n_out + i_out, i_out / (n_out + i_out)
assert abs(sim_phi - out_share) < 0.006
assert abs(1 - sim_f * (1 - sim_phi) - alpha) < 0.006
assert abs((1 - sim_f) / (1 - sim_f * (1 - sim_phi)) - beta) < 0.008

# Current balance against random cascades, including a case with a gain
cases = [(alpha, beta, yield_gas, yield_metal, sec_gas, sec_metal, 1.0),
         (0.5, 0.7, 2.3, 2.5, 0.1, 0.0, 1.0),
         (0.8, 0.6, 0.9, 0.5, 0.15, 0.08, 0.5),
         (0.5, 0.6, 1.0, 2.4, 0.1, 0.0, 1.0)]
for case in cases:
    a, b, yg, ym, gg, gm, chi = case
    with_ions, share = cascade(*case)
    without = cascade(0.0, b, yg, ym, gg, gm)[0]
    simulated = with_ions / without
    assert abs(simulated / current_ratio(*case) - 1) < 0.006
    share_formula = a * b * yg / (1 + a * b * (yg - ym))
    assert abs(share - share_formula) < 0.003
gain_case = simulated
assert gain_case > 1      # last case has Delta < -1

# Runaway threshold: p*Ym above and below one
final = {}
for ym in (1.2, 1.6):
    atoms = 1000
    for _ in range(30):
        atoms = rng.poisson(ym * rng.binomial(rng.binomial(atoms, 0.9), 0.8))
    final[ym] = atoms
assert final[1.2] < 100 and final[1.6] > 10_000

# Fixed average power, with deposition per joule from the cascade
d_i = current_ratio(alpha, beta, yield_gas, yield_metal, sec_gas, sec_metal)
d_p = d_i * np.sqrt(volt_ref / volt)
yield_ref = yield_gas * np.sqrt(volt_ref / volt)
per_joule = cascade(*cases[0])[0] / volt
per_joule_ref = cascade(0, 0, yield_ref, 0, sec_gas, 0)[0] / volt_ref
assert abs(per_joule / per_joule_ref / d_p - 1) < 0.006

# Film growth for a stated average power density and collection fraction
power, collected, mass_density = 10.0, 0.3, 4.5   # W/cm2, -, g/cm3
atom_density = mass_density / (mass_ti * 1e3)     # cm^-3
delta = yield_gas * (1 + sec_metal) / (1 + sec_gas) - yield_metal
to_nm_min = 1e7 * 60 * collected / (e * atom_density)
growth_ref = power / volt_ref * yield_ref / (1 + sec_gas) * to_nm_min
growth = (power / volt * yield_gas / (1 + sec_gas)
          * (1 - p) / (1 + p * delta) * to_nm_min)
assert abs(growth / (power * per_joule * to_nm_min) - 1) < 0.006

# Scans, and the claims that larger drop and density return more atoms
drops = [10.0, 20.0, 40.0, 80.0]
densities = [1e11, 1e12, 1e13, 3e13]
drop_scan = [ionized_and_returned(density, u) for u in drops]
density_scan = [ionized_and_returned(n, drop) for n in densities]
assert np.all(np.diff([a * b for a, b in drop_scan]) > 0)
assert np.all(np.diff([a * b for a, b in density_scan]) > 0)

# Neglected effects
pressure_mtorr, gas_temp, cross_section = 5.0, 300.0, 2e-15   # mTorr, K, cm2
gas_density = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_temp) * 1e-6
path_cm = 1 / (gas_density * cross_section)
c_n, c_i, c_back = fly(nu, path_cm * 1e-2, 400_000)
r_n, r_i, r_back = fly(1e-20, path_cm * 1e-2, 400_000)
coll_f = (c_n + c_i) / (r_n + r_i)
coll_dp = coll_f / (1 + c_back * delta) * np.sqrt(volt_ref / volt)
a_ref, b_ref = density_scan[0]
d_ref = current_ratio(a_ref, b_ref, yield_ref,
                      yield_metal * np.sqrt(volt_ref / volt),
                      sec_gas, sec_metal)
half_dp = current_ratio(alpha, beta, yield_gas, yield_metal, sec_gas,
                        sec_metal, 0.5) * np.sqrt(volt_ref / volt)
rate_second, field_mt = 1e-9, 20.0                # cm3/s, mT
fall_time = length * np.sqrt(2 * mass_ti / (e * drop))
double_prob = -np.expm1(-density * rate_second * fall_time)
speed_bind = np.sqrt(2 * e * bind / mass_ti)
gyro_cm = mass_ti * speed_bind / (e * field_mt * 1e-3) * 100
yield_loss = 1 - np.sqrt((volt - drop) / volt)

print(f"binding energy {bind} eV; region {length_cm} cm; drop {drop} V")
print(f"electron density {density:.1e} cm^-3; rate coeff. {rate:.1e} cm3/s")
print(f"ionization frequency {nu:.2e} 1/s")
print(f"Ti speed at binding energy {speed_bind/1e3:.2f} km/s")
print(f"tau at binding energy {nu*length/speed_bind:.3f}")
print(f"voltage {volt} V; reference voltage {volt_ref} V")
print(f"yields at {volt} V: gas {yield_gas}, metal {yield_metal}")
print(f"gas-ion yield at {volt_ref} V: {yield_ref:.3f}")
print(f"electron yields: gas {sec_gas}, metal {sec_metal}")
print(f"alpha {alpha:.4f}; trajectories {i_out+i_back:.4f}")
print(f"beta {beta:.4f}; trajectories {i_back/(i_out+i_back):.4f}")
print(f"p = alpha*beta {p:.4f}; trajectories {i_back:.4f}")
print(f"fixed-emission factor 1-p {1-p:.4f}")
print(f"ionized share of deposit {out_share:.4f}")
print(f"p*Ym {p*yield_metal:.4f}; Delta {delta:.4f}")
print(f"emission factor 1/(1+p*Delta) {1/(1+p*delta):.4f}")
metal_share = p * yield_gas / (1 + p * (yield_gas - yield_metal))
print(f"metal share of cathode ions {metal_share:.4f}")
print(f"D_I fixed current and voltage {d_i:.4f}")
print(f"voltage factor {np.sqrt(volt_ref/volt):.4f}")
print(f"D_P fixed average power {d_p:.4f}")
print(f"D_P from cascade {per_joule/per_joule_ref:.4f}")
print(f"power density {power} W/cm2; collected fraction {collected}")
print(f"film density {mass_density} g/cm3 = {atom_density:.3e} atoms/cm3")
print(f"growth: reference {growth_ref:.1f}, ionized {growth:.1f} nm/min")
print("gain case: alpha 0.5, beta 0.6, Yg 1.0, Ym 2.4, gg 0.1, gm 0")
print(f"  D_I formula {current_ratio(*cases[-1]):.4f}, cascade {gain_case:.4f}")
print("runaway: 1000 atoms, 30 generations, alpha 0.9, beta 0.8")
for ym, atoms in final.items():
    print(f"  Ym {ym}: p*Ym {0.72*ym:.3f}, final atoms {atoms}")
for label, values, scan in (("drop V", drops, drop_scan),
                            ("density cm^-3", densities, density_scan)):
    for value, (a, b) in zip(values, scan):
        print(f"{label} {value:.3g}: alpha {a:.4f} beta {b:.4f} 1-p {1-a*b:.4f}")
print(f"gas {pressure_mtorr} mTorr, {gas_temp} K, {gas_density:.2e} cm^-3")
print(f"cross section {cross_section:.1e} cm2; free path {path_cm:.2f} cm")
print(f"with collisions: ions returned per emitted atom {c_back:.4f}")
print(f"  fixed-emission factor {coll_f:.4f}; D_P {coll_dp:.4f}")
print(f"  neutral outflow without ionization {r_n:.4f}")
print(f"reference at {densities[0]:.0e} cm^-3: its own D_I {d_ref:.4f}")
print(f"  D_P against that reference {d_p/d_ref:.4f}")
print(f"ion transport half of neutral: D_P {half_dp:.4f}")
print(f"second ionization coeff. {rate_second:.0e} cm3/s")
print(f"  ion fall time {fall_time*1e6:.2f} us; probability {double_prob:.4f}")
print(f"ion gyroradius at {field_mt} mT, binding energy: {gyro_cm:.1f} cm")
print(f"largest yield loss from birth inside drop {100*yield_loss:.2f} %")
print("done: every assertion held")
```

It prints:

```
binding energy 4.9 eV; region 2.0 cm; drop 40.0 V
electron density 1.0e+13 cm^-3; rate coeff. 2.0e-08 cm3/s
ionization frequency 2.00e+05 1/s
Ti speed at binding energy 4.44 km/s
tau at binding energy 0.900
voltage 600.0 V; reference voltage 400.0 V
yields at 600.0 V: gas 0.6, metal 0.7
gas-ion yield at 400.0 V: 0.490
electron yields: gas 0.1, metal 0.0
alpha 0.5920; trajectories 0.5918
beta 0.8752; trajectories 0.8757
p = alpha*beta 0.5182; trajectories 0.5183
fixed-emission factor 1-p 0.4818
ionized share of deposit 0.1533
p*Ym 0.3627; Delta -0.1545
emission factor 1/(1+p*Delta) 1.0870
metal share of cathode ions 0.3279
D_I fixed current and voltage 0.5238
voltage factor 0.8165
D_P fixed average power 0.4277
D_P from cascade 0.4282
power density 10.0 W/cm2; collected fraction 0.3
film density 4.5 g/cm3 = 5.661e+22 atoms/cm3
growth: reference 220.9, ionized 94.5 nm/min
gain case: alpha 0.5, beta 0.6, Yg 1.0, Ym 2.4, gg 0.1, gm 0
  D_I formula 1.2664, cascade 1.2668
runaway: 1000 atoms, 30 generations, alpha 0.9, beta 0.8
  Ym 1.2: p*Ym 0.864, final atoms 0
  Ym 1.6: p*Ym 1.152, final atoms 73966
drop V 10: alpha 0.5920 beta 0.6662 1-p 0.6056
drop V 20: alpha 0.5920 beta 0.7887 1-p 0.5331
drop V 40: alpha 0.5920 beta 0.8752 1-p 0.4818
drop V 80: alpha 0.5920 beta 0.9299 1-p 0.4495
density cm^-3 1e+11: alpha 0.0137 beta 0.9102 1-p 0.9875
density cm^-3 1e+12: alpha 0.1179 beta 0.9013 1-p 0.8937
density cm^-3 1e+13: alpha 0.5920 beta 0.8752 1-p 0.4818
density cm^-3 3e+13: alpha 0.8579 beta 0.8657 1-p 0.2573
gas 5.0 mTorr, 300.0 K, 1.61e+14 cm^-3
cross section 2.0e-15 cm2; free path 3.11 cm
with collisions: ions returned per emitted atom 0.6086
  fixed-emission factor 0.4211; D_P 0.3795
  neutral outflow without ionization 0.8604
reference at 1e+11 cm^-3: its own D_I 0.9891
  D_P against that reference 0.4324
ion transport half of neutral: D_P 0.3949
second ionization coeff. 1e-09 cm3/s
  ion fall time 3.15 us; probability 0.0310
ion gyroradius at 20.0 mT, binding energy: 11.0 cm
largest yield loss from birth inside drop 3.39 %
done: every assertion held
```
